# The UMP2 energy by spin components and its closed-shell limit: a numerical check

```python
"""
Result under test: the second-order (UMP2) energy of a UHF determinant is
  E2 = E_aa + E_bb + E_ab
  E_ss = 1/2 sum (ia|jb)[(ia|jb)-(ib|ja)] / (e_i+e_j-e_a-e_b), one spin s
  E_ab = sum (ia|JB)^2 / (e_i+e_J-e_a-e_B), i,a alpha and J,B beta
and for equal occupied alpha and beta sets
  E2 = sum (ia|jb)[2(ia|jb)-(ib|ja)] / (e_i+e_j-e_a-e_b).
i,j: occupied; a,b: virtual; e: orbital energies; (ia|jb): repulsion
integrals over real spatial orbitals, charge-density order.
Independent road: the Hamiltonian matrix over all determinants, built from
creation and annihilation operators, and perturbation theory on that matrix.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from pyscf import gto, scf, mp


def bent_molecule(heavy, bond, angle_deg, spin, basis):
    half = np.radians(angle_deg) / 2
    y, z = bond * np.sin(half), bond * np.cos(half)
    atoms = [(heavy, (0, 0, 0)), ("H", (0, y, z)), ("H", (0, -y, z))]
    return gto.M(atom=atoms, unit="Bohr", spin=spin, basis=basis, verbose=0)


def converge(method, mol, dm0=None):
    mf = method(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 200
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def transform(eri, c1, c2, c3, c4):
    return np.einsum("pqrs,pi,qa,rj,sb->iajb", eri, c1, c2, c3, c4,
                     optimize=True)


def integrals_and_gaps(eri, c1, e1, n1, c2, e2, n2):
    """(ia|jb) and e_i+e_j-e_a-e_b, with i,a in set 1 and j,b in set 2."""
    v = transform(eri, c1[:, :n1], c1[:, n1:], c2[:, :n2], c2[:, n2:])
    gap = (e1[:n1, None, None, None] - e1[None, n1:, None, None]
           + e2[None, None, :n2, None] - e2[None, None, None, n2:])
    return v, gap


def ump2_parts(mf):
    eri = mf.mol.intor("int2e")
    c, e, n = mf.mo_coeff, mf.mo_energy, mf.mol.nelec
    same = []
    for s in (0, 1):
        v, gap = integrals_and_gaps(eri, c[s], e[s], n[s], c[s], e[s], n[s])
        same.append(0.5 * np.sum(v * (v - v.transpose(0, 3, 2, 1)) / gap))
    v, gap = integrals_and_gaps(eri, c[0], e[0], n[0], c[1], e[1], n[1])
    return np.array([same[0], same[1], np.sum(v**2 / gap)])


def closed_shell_mp2(mf):
    eri = mf.mol.intor("int2e")
    c, e, n = mf.mo_coeff, mf.mo_energy, mf.mol.nelec[0]
    v, gap = integrals_and_gaps(eri, c, e, n, c, e, n)
    return np.sum(v * (2 * v - v.transpose(0, 3, 2, 1)) / gap)


def parity(det, p):
    """Sign from moving an operator past the occupied orbitals below p."""
    return 1 - 2 * ((det & ((1 << p) - 1)).bit_count() & 1)


def determinant_problem(mf):
    """Electronic H, diagonal of H0, determinants and reference index."""
    c, e, (na, nb) = mf.mo_coeff, mf.mo_energy, mf.mol.nelec
    n = c[0].shape[1]
    eri, core = mf.mol.intor("int2e"), mf.get_hcore()
    block = (slice(0, n), slice(n, 2 * n))
    h = np.zeros((2 * n, 2 * n))
    g = np.zeros((2 * n,) * 4)
    for s in (0, 1):
        h[block[s], block[s]] = c[s].T @ core @ c[s]
        for t in (0, 1):
            g[block[s], block[s], block[t], block[t]] = transform(
                eri, c[s], c[s], c[t], c[t])
    h, g = h.tolist(), g.tolist()
    spin_range = [range(0, n)] * n + [range(n, 2 * n)] * n
    dets = [sum(1 << p for p in oa) + sum(1 << (n + p) for p in ob)
            for oa in combinations(range(n), na)
            for ob in combinations(range(n), nb)]
    index = {d: k for k, d in enumerate(dets)}
    ham = np.zeros((len(dets), len(dets)))
    levels = np.concatenate([e[0], e[1]])
    h0 = np.zeros(len(dets))
    for col, det in enumerate(dets):
        occ = [p for p in range(2 * n) if det >> p & 1]
        h0[col] = levels[occ].sum()
        column = [0.0] * len(dets)
        for r in occ:
            s1, d1 = parity(det, r), det ^ (1 << r)
            for p in spin_range[r]:
                if not d1 >> p & 1:
                    column[index[d1 | 1 << p]] += s1 * parity(d1, p) * h[p][r]
            for s in occ:
                if s == r:
                    continue
                s2, d2 = s1 * parity(d1, s), d1 ^ (1 << s)
                for q in spin_range[s]:
                    if d2 >> q & 1:
                        continue
                    s3, d3 = s2 * parity(d2, q), d2 | 1 << q
                    for p in spin_range[r]:
                        if not d3 >> p & 1:
                            column[index[d3 | 1 << p]] += (
                                0.5 * s3 * parity(d3, p) * g[p][r][q][s])
        ham[:, col] = column
    ref = index[((1 << na) - 1) | (((1 << nb) - 1) << n)]
    return ham, h0, dets, ref, n


def curvature_energy(ham, h0, step=0.02):
    """Second-order coefficient of the lowest eigenvalue of H0 + x V."""
    v = ham - np.diag(h0)
    low = [np.linalg.eigvalsh(np.diag(h0) + k * step * v)[0]
           for k in (-2, -1, 0, 1, 2)]
    return np.dot([-1, 16, -30, 16, -1], low) / (24 * step**2)


def sum_over_determinants(ham, h0, dets, ref, n):
    """Second-order sums, counts and largest couplings by excitation type."""
    sums, counts, coupling = {}, {}, {}
    for k, det in enumerate(dets):
        if k == ref:
            continue
        moved = det ^ dets[ref]
        kind = ((moved & ((1 << n) - 1)).bit_count() // 2,
                (moved >> n).bit_count() // 2)
        term = ham[k, ref]**2 / (h0[ref] - h0[k])
        sums[kind] = sums.get(kind, 0.0) + term
        counts[kind] = counts.get(kind, 0) + 1
        coupling[kind] = max(coupling.get(kind, 0.0), abs(ham[k, ref]))
    return sums, counts, coupling


DOUBLES = [(2, 0), (0, 2), (1, 1)]
hartree_kjmol = (constants.physical_constants["Hartree energy"][0]
                 * constants.N_A / 1000)

# Open-shell example: NH2 in a minimal basis
bond_nh2, angle = 1.9, 105.0
nh2 = bent_molecule("N", bond_nh2, angle, 1, "sto-3g")
uhf = converge(scf.UHF, nh2)
parts = ump2_parts(uhf)
ham, h0, dets, ref, n_orb = determinant_problem(uhf)
assert np.allclose(ham, ham.T, atol=1e-10)
assert np.argmin(h0) == ref
assert abs(ham[ref, ref] + nh2.energy_nuc() - uhf.e_tot) < 1e-8
sums, counts, coupling = sum_over_determinants(ham, h0, dets, ref, n_orb)
single_coupling = max(coupling[(1, 0)], coupling[(0, 1)])
higher_coupling = max(x for k, x in coupling.items() if sum(k) > 2)
assert single_coupling < 1e-6
assert higher_coupling < 1e-10
for value, kind in zip(parts, DOUBLES):
    assert abs(value - sums[kind]) < 1e-9
    assert abs(value) > 1e-5
curvature = curvature_energy(ham, h0)
# tolerance covers the finite step and rounding in the second difference
assert abs(curvature - parts.sum()) < 1e-7
fci_correlation = np.linalg.eigvalsh(ham)[0] - ham[ref, ref]

px = nh2.search_ao_label("N 2px")[0]
spin_density = uhf.make_rdm1()[0] - uhf.make_rdm1()[1]

print("NH2, STO-3G, UHF reference; energies in hartree")
print(f"bond length {bond_nh2} bohr, angle {angle} degrees")
print(f"alpha, beta electrons: {nh2.nelec[0]}, {nh2.nelec[1]}; "
      f"spatial orbitals: {n_orb}")
print("alpha orbital energies:", np.round(uhf.mo_energy[0], 5))
print("beta orbital energies: ", np.round(uhf.mo_energy[1], 5))
print(f"<S^2> of UHF determinant: {uhf.spin_square()[0]:.5f}")
print(f"spin population of out-of-plane N 2p: {spin_density[px, px]:.5f}")
print(f"UHF total energy: {uhf.e_tot:.6f}")
print("distinct doubles aa, bb, ab:", *[counts[k] for k in DOUBLES])

# Single terms that can be followed by hand
eri = nh2.intor("int2e")
(ca, cb), (ea, eb), (na, nb) = uhf.mo_coeff, uhf.mo_energy, nh2.nelec
v, gap = integrals_and_gaps(eri, ca, ea, na, ca, ea, na)
pairs = {(i, j): (v[i, 0, j, 1] - v[i, 1, j, 0])**2 / gap[i, 0, j, 1]
         for i, j in combinations(range(na), 2)}
assert abs(sum(pairs.values()) - parts[0]) < 1e-10
i, j = min(pairs, key=pairs.get)
print(f"largest aa pair: i={i+1}, j={j+1} -> a={na+1}, b={na+2}")
print(f"  (ia|jb) = {v[i,0,j,1]:.6f}, (ib|ja) = {v[i,1,j,0]:.6f}")
print(f"  denominator {gap[i,0,j,1]:.6f}, contribution {pairs[i,j]:.6f}")
v, gap = integrals_and_gaps(eri, ca, ea, na, cb, eb, nb)
i, a, j, b = np.unravel_index(np.argmin(v**2 / gap), v.shape)
print(f"largest ab term: alpha {i+1}->{na+a+1}, beta {j+1}->{nb+b+1}")
print(f"  (ia|jb) = {v[i,a,j,b]:.6f}, denominator {gap[i,a,j,b]:.6f}, "
      f"contribution {v[i,a,j,b]**2/gap[i,a,j,b]:.6f}")

for name, value, kind in zip(("E_aa", "E_bb", "E_ab"), parts, DOUBLES):
    print(f"{name}: formula {value:.6f}, determinant sum {sums[kind]:.6f}")
print(f"UMP2 correlation energy: {parts.sum():.6f} hartree "
      f"= {parts.sum()*hartree_kjmol:.2f} kJ/mol")
print(f"same from eigenvalue curvature: {curvature:.6f}")
print(f"full CI correlation energy, same basis: {fci_correlation:.6f}")
print(f"largest coupling to singles: {single_coupling:.1e}")
print(f"largest coupling to triples and higher: {higher_coupling:.1e}")

# Common spatial orbitals with unequal occupations: singles survive
rohf = converge(scf.ROHF, nh2)
dm = np.asarray(rohf.make_rdm1())
fock = uhf.get_hcore() + np.asarray(uhf.get_veff(nh2, dm))
singles = []
for s, occupied in enumerate((rohf.mo_occ > 0, rohf.mo_occ > 1)):
    f = rohf.mo_coeff.T @ fock[s] @ rohf.mo_coeff
    singles.append(np.abs(f[np.ix_(occupied, ~occupied)]).max())
assert min(singles) > 1e-3
print(f"restricted open-shell NH2, largest |f_ia|: "
      f"alpha {singles[0]:.5f}, beta {singles[1]:.5f}")

# Larger basis, against the library's own UMP2
nh2_dz = bent_molecule("N", bond_nh2, angle, 1, "cc-pvdz")
uhf_dz = converge(scf.UHF, nh2_dz)
parts_dz = ump2_parts(uhf_dz)
library_dz = mp.UMP2(uhf_dz).kernel()[0]
assert abs(parts_dz.sum() - library_dz) < 1e-7
print("NH2, cc-pVDZ, all electrons correlated (hartree)")
print("E_aa, E_bb, E_ab:", *[f"{x:.6f}" for x in parts_dz])
print(f"total {parts_dz.sum():.6f}, PySCF UMP2 {library_dz:.6f}")

# Closed shell: separately converged UHF and RHF orbitals of water
bond_h2o = 1.8
water = bent_molecule("O", bond_h2o, angle, 0, "sto-3g")
uhf_w, rhf_w = converge(scf.UHF, water), converge(scf.RHF, water)
parts_w, closed_w = ump2_parts(uhf_w), closed_shell_mp2(rhf_w)
ham_w, h0_w, *_ = determinant_problem(uhf_w)
curvature_w = curvature_energy(ham_w, h0_w)
density_gap = np.abs(uhf_w.make_rdm1()[0] - uhf_w.make_rdm1()[1]).max()
assert density_gap < 1e-6
assert abs(parts_w[0] - parts_w[1]) < 1e-8
assert abs(parts_w.sum() - closed_w) < 1e-8
assert abs(curvature_w - closed_w) < 1e-7
print(f"H2O, STO-3G, bond {bond_h2o} bohr, angle {angle} degrees (hartree)")
print("E_aa, E_bb, E_ab:", *[f"{x:.6f}" for x in parts_w])
print(f"UMP2 sum {parts_w.sum():.6f}, closed-shell formula {closed_w:.6f}")
print(f"same from eigenvalue curvature: {curvature_w:.6f}")

# Equal electron numbers but different orbitals: stretched H2
distance = 4.0
h2 = gto.M(atom=[("H", (0, 0, 0)), ("H", (0, 0, distance))], unit="Bohr",
           basis="6-31g", verbose=0)
guess = np.zeros((2, 4, 4))
guess[0, 0, 0] = guess[1, 2, 2] = 1.0
uhf_h2, rhf_h2 = converge(scf.UHF, h2, guess), converge(scf.RHF, h2)
overlap = abs(uhf_h2.mo_coeff[0][:, 0] @ h2.intor("int1e_ovlp")
              @ uhf_h2.mo_coeff[1][:, 0])
ump2_h2, closed_h2 = ump2_parts(uhf_h2).sum(), closed_shell_mp2(rhf_h2)
assert overlap < 0.9 and uhf_h2.e_tot < rhf_h2.e_tot - 1e-3
assert abs(ump2_h2 - closed_h2) > 1e-3
print(f"H2, 6-31G, distance {distance} bohr (hartree)")
print(f"overlap of occupied alpha and beta orbitals: {overlap:.5f}")
print(f"UHF energy {uhf_h2.e_tot:.6f}, RHF energy {rhf_h2.e_tot:.6f}")
print(f"UMP2 correction {ump2_h2:.6f}, closed-shell MP2 {closed_h2:.6f}")
print("OK")
```

Printed output:

```
NH2, STO-3G, UHF reference; energies in hartree
bond length 1.9 bohr, angle 105.0 degrees
alpha, beta electrons: 5, 4; spatial orbitals: 7
alpha orbital energies: [-15.3363   -1.12557  -0.59844  -0.45171  -0.42514   0.63161   0.7104 ]
beta orbital energies:  [-15.30873  -0.99347  -0.5745   -0.37096   0.32071   0.67691   0.73656]
<S^2> of UHF determinant: 0.75669
spin population of out-of-plane N 2p: 1.00000
UHF total energy: -54.833529
distinct doubles aa, bb, ab: 10 18 120
largest aa pair: i=2, j=3 -> a=6, b=7
  (ia|jb) = 0.070306, (ib|ja) = 0.037660
  denominator -3.066028, contribution -0.000348
largest ab term: alpha 3->7, beta 3->7
  (ia|jb) = 0.133732, denominator -2.619908, contribution -0.006826
E_aa: formula -0.000504, determinant sum -0.000504
E_bb: formula -0.000500, determinant sum -0.000500
E_ab: formula -0.028333, determinant sum -0.028333
UMP2 correlation energy: -0.029338 hartree = -77.03 kJ/mol
same from eigenvalue curvature: -0.029338
full CI correlation energy, same basis: -0.043659
largest coupling to singles: 1.6e-10
largest coupling to triples and higher: 0.0e+00
restricted open-shell NH2, largest |f_ia|: alpha 0.02937, beta 0.02937
NH2, cc-pVDZ, all electrons correlated (hartree)
E_aa, E_bb, E_ab: -0.022603 -0.009849 -0.112305
total -0.144756, PySCF UMP2 -0.144756
H2O, STO-3G, bond 1.8 bohr, angle 105.0 degrees (hartree)
E_aa, E_bb, E_ab: -0.000991 -0.000991 -0.033060
UMP2 sum -0.035042, closed-shell formula -0.035042
same from eigenvalue curvature: -0.035042
H2, 6-31G, distance 4.0 bohr (hartree)
overlap of occupied alpha and beta orbitals: 0.25815
UHF energy -0.999551, RHF energy -0.900551
UMP2 correction -0.000404, closed-shell MP2 -0.051167
OK
```
